\section*{Counting the nodes of radial Dirac functions in a Coulomb field}

\section{Result and conventions}

An electron of mass $m$ and charge $-e$ moves in the field of a fixed point charge $Ze$, in Gaussian units, so that $V(r)=-Ze^2/r$. Its bound states carry the Dirac quantum number $\kappa=\pm1,\pm2,\dots$, and the orbital number of the upper component is
\begin{equation}
l=\kappa\ \ (\kappa>0),\qquad l=-\kappa-1\ \ (\kappa<0).
\end{equation}
The upper radial function $P$ has $n-l-1$ nodes. The lower radial function $Q$ has $n-l-1$ nodes if $\kappa<0$ and $n-l$ nodes if $\kappa>0$. A node is a zero at $0<r<\infty$; the origin and infinity do not count.

The spinor is $\psi=r^{-1}(P\,\chi_\kappa,\ iQ\,\chi_{-\kappa})$, where $\chi_{\pm\kappa}$ are the normalized spin-angle functions. Replacing $i$ by $-i$ reverses the sign of $Q$ but leaves its nodes in place. The radial equations are
\begin{align}
P'+\frac{\kappa}{r}P&=A\,Q, & A&=\frac{E+mc^2-V}{\hbar c},\label{eq:P}\\
Q'-\frac{\kappa}{r}Q&=-B\,P, & B&=\frac{E-mc^2-V}{\hbar c}.\label{eq:Q}
\end{align}
The energy $E$ includes the rest energy, and a bound state has $|E|<mc^2$. Define
\begin{equation}
\zeta=\frac{Ze^2}{\hbar c},\qquad \gamma=\sqrt{\kappa^2-\zeta^2},\qquad 0<\zeta<|\kappa|.
\end{equation}
The last condition makes $\gamma$ real and positive; the theorem is not claimed outside it.

The principal number is $n=n_r+|\kappa|$, where the integer $n_r\ge0$ comes from the energy formula below. For $\kappa<0$ we have $n-l-1=n_r$. For $\kappa>0$ we have $n-l-1=n_r-1$ and $n-l=n_r$. The theorem therefore says that $Q$ has $n_r$ nodes for either sign of $\kappa$, while $P$ has $n_r$ for $\kappa<0$ and $n_r-1$ for $\kappa>0$.

\section{Separating growth from decay}

Let $a=\sqrt{mc^2+E}$, $b=\sqrt{mc^2-E}$ and $\lambda=ab/(\hbar c)$. Since $a^2/(\hbar c)=\lambda a/b$ and $b^2/(\hbar c)=\lambda b/a$, the Coulomb equations read
\begin{equation}
P'+\frac{\kappa}{r}P=\Big(\frac{\lambda a}{b}+\frac{\zeta}{r}\Big)Q,\qquad
Q'-\frac{\kappa}{r}Q=\Big(\frac{\lambda b}{a}-\frac{\zeta}{r}\Big)P .
\end{equation}
Write $P=a(f+g)$ and $Q=b(f-g)$. Dividing the first equation by $a$ and the second by $b$ gives
\begin{align}
f'+g'+\frac{\kappa}{r}(f+g)&=\Big(\lambda+\frac{\zeta b}{ar}\Big)(f-g),\\
f'-g'-\frac{\kappa}{r}(f-g)&=\Big(\lambda-\frac{\zeta a}{br}\Big)(f+g).
\end{align}
Half the sum and half the difference of these lines contain the combinations
\begin{equation}
\frac ab-\frac ba=\frac{2E}{ab},\qquad \frac ab+\frac ba=\frac{2mc^2}{ab}.
\end{equation}
With
\begin{equation}
\nu=\frac{\zeta E}{\hbar c\lambda},\qquad N=\frac{\zeta mc^2}{\hbar c\lambda},\qquad x=2\lambda r,
\end{equation}
the result is
\begin{align}
x\frac{df}{dx}&=\Big(\frac x2-\nu\Big)f-(N+\kappa)g,\\
x\frac{dg}{dx}&=\Big(\nu-\frac x2\Big)g+(N-\kappa)f.
\end{align}
Because $m^2c^4-E^2=(\hbar c\lambda)^2$, we have $N^2-\nu^2=\zeta^2$, and hence
\begin{equation}
N^2-\kappa^2=\nu^2-\gamma^2. \label{eq:Nnu}
\end{equation}

Near the origin let $f,g\sim x^s$. The $2\times2$ system gives $s^2=\nu^2-(N^2-\kappa^2)=\gamma^2$. We keep $s=+\gamma$. For $\gamma\ge\frac12$ the other solution is not square integrable. For $\gamma<\frac12$ it is, and discarding it is a choice that belongs to the definition of the problem.

\section{Bound states as polynomials}

Put $f=x^\gamma e^{-x/2}F$ and $g=x^\gamma e^{-x/2}G$, with $F$ and $G$ power series. Primes on $F$ and $G$ mean $d/dx$:
\begin{align}
xF'&=(x-\nu-\gamma)F-(N+\kappa)G,\label{eq:F}\\
xG'&=(\nu-\gamma)G+(N-\kappa)F.\label{eq:G}
\end{align}

\subsection*{The case $N\ne\kappa$}

Differentiate \eqref{eq:G}, multiply by $x$, and insert \eqref{eq:F}:
\begin{equation}
x^2G''+xG'=(\nu-\gamma)xG'+(x-\nu-\gamma)(N-\kappa)F-(N^2-\kappa^2)G .
\end{equation}
Now replace $(N-\kappa)F$ by $xG'-(\nu-\gamma)G$. The constant multiples of $G$ are $(\nu+\gamma)(\nu-\gamma)-(N^2-\kappa^2)$, which vanish by \eqref{eq:Nnu}. Dividing the rest by $x$ leaves
\begin{equation}
xG''+(\beta-x)G'+(\nu-\gamma)G=0,\qquad \beta=2\gamma+1 .
\end{equation}
For $G=\sum_j g_jx^j$ this means
\begin{equation}
(j+1)(j+\beta)g_{j+1}=(j-\nu+\gamma)g_j .
\end{equation}
If $g_0=0$, then $G=0$ and \eqref{eq:G} gives $F=0$, so $g_0\neq0$. If the series does not end, its late coefficients have one sign, and for any $\delta>0$ their ratio eventually exceeds $(1-\delta)/(j+1)$. Then $|G|$ grows at least as fast as $e^{(1-\delta)x}$. Taking $\delta<\frac12$ shows that $g$ is not normalizable. A bound state thus requires
\begin{equation}
\nu=\gamma+n_r,\qquad n_r=0,1,2,\dots
\end{equation}
Solving $\zeta E/\sqrt{m^2c^4-E^2}=\gamma+n_r$ for $E$, and using \eqref{eq:Nnu}, we find
\begin{equation}
E=\frac{mc^2}{\sqrt{1+\zeta^2/(n_r+\gamma)^2}},\qquad N=\sqrt{n_r^2+2n_r\gamma+\kappa^2}. \label{eq:E}
\end{equation}

\subsection*{The case $N=\kappa$}

This needs $\kappa>0$, and \eqref{eq:Nnu} then gives $\nu=\pm\gamma$. If $\nu=-\gamma$, \eqref{eq:G} becomes $xG'=-2\gamma G$, whose only power-series solution is $G=0$. Then $F'=F$, so $F\propto e^x$, which is not normalizable. If $\nu=\gamma$, $G$ is a constant $G_0$, and \eqref{eq:F} gives
\begin{equation}
F_0=-\frac{\kappa}{\gamma}G_0,\qquad (j+2\gamma)F_j=F_{j-1}\quad(j\ge1).
\end{equation}
Unless everything vanishes, this series does not end and grows too fast for the same reason as before. There is no bound state here. Since $n_r=0$ with $\kappa>0$ would give $N=\kappa$, states with $\kappa>0$ begin at $n_r=1$.

\subsection*{The radial functions}

With $g_0=1$ the polynomial $G$ is $M_{n_r}$, where
\begin{equation}
M_k(x)=\sum_{j=0}^{k}(-1)^j\binom kj\frac{x^j}{(\beta)_j},\qquad (\beta)_j=\beta(\beta+1)\cdots(\beta+j-1).
\end{equation}
Equation \eqref{eq:G} gives $(N-\kappa)F=xM_{n_r}'-n_rM_{n_r}$. On the right each coefficient is multiplied by $j-n_r$, and $(n_r-j)\binom{n_r}{j}=n_r\binom{n_r-1}{j}$. Hence $(N-\kappa)F=-n_rM_{n_r-1}$, read as zero when $n_r=0$. Multiplying both functions by $N-\kappa$, we obtain
\begin{align}
P&\propto a\,x^\gamma e^{-x/2}\,p_-(x),\qquad Q\propto-b\,x^\gamma e^{-x/2}\,p_+(x),\\
p_\mp(x)&=(N-\kappa)M_{n_r}(x)\mp n_rM_{n_r-1}(x).\label{eq:p}
\end{align}
The nodes are the positive zeros of these two polynomials.

\section{Interlacing zeros}

The polynomials obey
\begin{equation}
(\beta+k)M_{k+1}=(2k+\beta-x)M_k-kM_{k-1}. \label{eq:rec}
\end{equation}
To check this, compare coefficients of $x^j$ and multiply by $(-1)^j(\beta)_j$. The claim becomes
\begin{equation}
(\beta+k)\binom{k+1}{j}=(2k+\beta)\binom kj+(\beta+j-1)\binom k{j-1}-k\binom{k-1}j .
\end{equation}
Insert $\binom{k+1}{j}=\binom kj+\binom k{j-1}$. The left side minus the right side is
\begin{equation}
-k\binom kj+(k-j+1)\binom k{j-1}+k\binom{k-1}j=(-k+j+k-j)\binom kj=0 .
\end{equation}

We now show by induction that $M_k$ has $k$ simple positive zeros, with one zero of $M_{k-1}$ between each adjacent pair. For $k=1$, $M_1=1-x/\beta$ has the zero $\beta$, and $M_0=1$ has none.

Suppose the statement holds for $k$, and let $z_1<\dots<z_k$ be the zeros of $M_k$. Since $M_{k-1}(0)=1$, its sign at $z_i$ is $(-1)^{i-1}$. At $z_i$ the recurrence gives $(\beta+k)M_{k+1}=-kM_{k-1}$, so $M_{k+1}$ has sign $(-1)^i$ there. It starts from $M_{k+1}(0)=1$ and ends with sign $(-1)^{k+1}$ at large $x$. It therefore changes sign in $(0,z_1)$, between each pair of neighbours, and beyond $z_k$. This makes $k+1$ zeros, all that its degree allows, and they interlace with the $z_i$.

\section{The count}

For $n_r=0$, which occurs for $\kappa<0$, both polynomials in \eqref{eq:p} equal the constant $2|\kappa|$. Neither $P$ nor $Q$ has a node.

Let $n_r\ge1$. Equation \eqref{eq:E} gives $N>|\kappa|$, so $N-\kappa>0$. Let $p$ be either polynomial, and let $y_1<\dots<y_{n_r-1}$ be the zeros of $M_{n_r-1}$. At $y_i$ the second term of $p$ vanishes, and $p$ has the sign of $M_{n_r}(y_i)$, which is $(-1)^i$ by interlacing. At large $x$ its sign is $(-1)^{n_r}$. For $n_r\ge2$, $p$ thus has an odd number of zeros in each of the $n_r-1$ intervals $(y_1,y_2),\dots,(y_{n_r-1},\infty)$. As its degree is $n_r$, each interval holds one zero, and one further zero remains. It must be real, because complex zeros come in pairs.

The sign of $p(0)$ places it:
\begin{itemize}
\item If $p(0)>0$, then $p(y_1)<0$ puts it in $(0,y_1)$, and $p$ has $n_r$ positive zeros.
\item If $p(0)<0$, it lies at negative $x$, because $p\to+\infty$ as $x\to-\infty$. Then $p$ has $n_r-1$ positive zeros.
\end{itemize}
For $n_r=1$ the polynomial is a falling straight line and the same rule holds. The positive zeros are simple, so the function changes sign at each.

Since $M_k(0)=1$, the values needed are
\begin{equation}
p_+(0)=N-\kappa+n_r,\qquad p_-(0)=N-\kappa-n_r .
\end{equation}
The first is positive, so $Q$ has $n_r$ nodes. For $\kappa<0$ the second is also positive, because $N>n_r$, so $P$ has $n_r$ nodes. For $\kappa>0$,
\begin{equation}
N^2-(n_r+\kappa)^2=-2n_r(\kappa-\gamma)<0, \label{eq:deficit}
\end{equation}
so $p_-(0)<0$ and $P$ has $n_r-1$ nodes. This proves the theorem.

\section{The missing node in a weak field}

For $\kappa>0$ the polynomial of $P$ still has degree $n_r$, but one root lies at negative $x$. Factoring \eqref{eq:deficit} and using $\kappa-\gamma=\zeta^2/(\kappa+\gamma)$, we find to leading order in $\zeta^2$
\begin{equation}
p_-(0)=-\frac{2n_r\zeta^2}{(\kappa+\gamma)(N+n_r+\kappa)}\simeq-\frac{n_r\zeta^2}{2\kappa(n_r+\kappa)} .
\end{equation}
The slope of $M_k$ at the origin is $-k/\beta$. In the limit, $N-\kappa\to n_r$ and $\beta\to2\kappa+1$, so
\begin{equation}
p_-'(0)\to\frac{-n_r^2+n_r(n_r-1)}{2\kappa+1}=-\frac{n_r}{2\kappa+1}.
\end{equation}
The root is at $-p_-(0)/p_-'(0)$ to this order:
\begin{equation}
x_-\simeq-\frac{(2\kappa+1)\,\zeta^2}{2\kappa(n_r+\kappa)} .
\end{equation}
As $\zeta\to0$ it reaches the origin. There it supplies one factor of $r$, which turns $r^\gamma\to r^{l}$ into the nonrelativistic behaviour $P\sim r^{l+1}$.

For $3p_{1/2}$ ($\kappa=1$, $n_r=2$) the estimate is $x_-\simeq-\zeta^2/2$. At $Z=8$ this is $-0.0017$, in agreement with the computed root $-0.001705$. At $Z=80$ it is $-0.170$, against the computed $-0.183$; the leading order is then about 7\% too small in magnitude.

\section{Why the two counts differ}

A second argument uses no explicit solution. Follow the point $(P,Q)$ in a plane as $r$ increases, with $\tan\theta=Q/P$. The point never reaches the origin of the plane at finite $r>0$, because the first-order linear equations would then make $P$ and $Q$ vanish everywhere. In particular, $P$ and $Q$ have no common node, and the radial density $P^2+Q^2$ has none. From
\begin{equation}
\theta'=\frac{PQ'-QP'}{P^2+Q^2}
\end{equation}
and \eqref{eq:P}, \eqref{eq:Q} we read off
\begin{equation}
\theta'=-A\ \text{ where }P=0,\qquad \theta'=-B\ \text{ where }Q=0 .
\end{equation}
For an attractive potential $A>0$. The function $B$ is positive inside the turning radius $r_t$, where $E-mc^2=V(r_t)$, and negative outside. The terms in $\kappa$ cancel from the derivative of the product:
\begin{equation}
(PQ)'=AQ^2-BP^2 .\label{eq:PQ}
\end{equation}

\textit{Outside.} For $r>r_t$ the right side is positive. Since $PQ\to0$ at infinity, $PQ<0$ for all $r\ge r_t$, so neither function has a node there.

\textit{Inside.} For $r<r_t$ the point crosses both axes clockwise. From a quadrant with $PQ<0$ the clockwise exit is through $P=0$. From one with $PQ>0$ it is through $Q=0$. The nodes of $P$ and $Q$ therefore alternate.

\textit{At the origin.} Inserting $P,Q\sim r^\gamma$ into \eqref{eq:P} gives $(\gamma+\kappa)P=\zeta Q$, or
\begin{equation}
\frac QP\to\frac{\gamma+\kappa}{\zeta},
\end{equation}
which has the sign of $\kappa$ because $\gamma<|\kappa|$.

The path ends with $PQ<0$. For $\kappa<0$ it also begins there, so the nodes come in pairs, first $P$ and then $Q$, and the counts agree. For $\kappa>0$ it begins with $PQ>0$ and must first pass a node of $Q$; pairs may follow, and $Q$ has one node more.

\subsection*{Other potentials}

This argument applies to any local potential that is negative, rises monotonically to zero at infinity, and behaves near the origin like a point charge with $\zeta<|\kappa|$. It also covers an extended nucleus with finite $V(0)$. There $B(0)>0$ for a bound state: otherwise $B<0$ for all $r>0$, and by \eqref{eq:PQ} $PQ$ would rise throughout, although it vanishes at both ends. The regular solutions start as
\begin{equation}
\frac QP\simeq-\frac{B(0)\,r}{2|\kappa|+1}\ \ (\kappa<0),\qquad
\frac PQ\simeq\frac{A(0)\,r}{2\kappa+1}\ \ (\kappa>0),
\end{equation}
with the same signs as for a point charge. In such potentials the argument fixes the difference of the two counts, and $n$ is defined by setting the number of nodes of $P$ equal to $n-l-1$.

Monotonicity is a sufficient condition. If $V$ has a barrier or an outer well, $B$ may change sign more than once, and the argument no longer decides the number of nodes of $Q$. A nonlocal exchange operator changes the radial equations themselves and is not covered.

\section{Example: the $n=3$ states at $Z=80$}

Consider the one-electron mercury ion with a fixed point nucleus and no radiative corrections. Here $\zeta=0.583788$. For $3p_{1/2}$, with $\kappa=1$ and $n_r=2$,
\begin{equation}
\gamma=\sqrt{1-\zeta^2}=0.81191,\qquad N=\sqrt{4+4\gamma+1}=2.87187 .
\end{equation}
The values at the origin are $p_-(0)=2.87187-1-2=-0.12813$ and $p_+(0)=3.87187$. Their signs predict one node for $P$ and two for $Q$.

To locate the node of $P$, use $\beta=2\gamma+1=2.6238$ and $M_2=1-2x/\beta+x^2/[\beta(\beta+1)]$:
\begin{equation}
p_-(x)=1.87187\,M_2-2M_1=-0.1281-0.6646\,x+0.1969\,x^2 .
\end{equation}
Its roots are $x=3.559$ and $x=-0.183$. The definition of $N$ gives $\lambda=Z/(Na_0)$, where $a_0=\hbar^2/(me^2)$ is the Bohr radius. The node is at
\begin{equation}
r=\frac{xN}{2Z}\,a_0=\frac{3.559\times2.872}{160}\,a_0=0.064\,a_0 .
\end{equation}

All five states, with radii in units of $a_0$:
\begin{center}
\begin{tabular}{lrcccc}
state & $\kappa$ & $n_r$ & nodes of $P$ & nodes of $Q$ & $r_t$\\
$3s_{1/2}$ & $-1$ & 2 & 0.019, 0.077 & 0.037, 0.127 & 0.204\\
$3p_{1/2}$ & $1$ & 2 & 0.064 & 0.040, 0.160 & 0.204\\
$3p_{3/2}$ & $-2$ & 1 & 0.072 & 0.108 & 0.218\\
$3d_{3/2}$ & $2$ & 1 & none & 0.182 & 0.218\\
$3d_{5/2}$ & $-3$ & 0 & none & none & 0.223
\end{tabular}
\end{center}
In each row the nodes alternate and lie inside $r_t$, and the first node belongs to $Q$ when $\kappa>0$. Direct integration of the radial equations, reported in the output below, confirms these positions and finds the same difference of counts for a screened potential and an extended nucleus.

\section*{Numbers as computed}
\begin{verbatim}
Z = 80, zeta = 0.583788, c = 137.0360 atomic units
closed-form states counted: 240
largest error of n_r+gamma: 1.9e-08
largest error of P,Q relative to max|P|: 9.7e-08
largest relative error of node radius: 1.1e-07
screening length = 1.0 bohr
nuclear radius = 7.0 fm
node counts (P,Q), levels in order of rising energy:
  point Coulomb, kappa=-1: (0,0) (1,1) (2,2) (3,3)
  point Coulomb, kappa=+1: (0,1) (1,2) (2,3)
  point Coulomb, kappa=-2: (0,0) (1,1) (2,2)
  point Coulomb, kappa=+2: (0,1) (1,2)
  point Coulomb, kappa=-3: (0,0) (1,1)
  screened, kappa=-1: (0,0) (1,1) (2,2)
  screened, kappa=+1: (0,1) (1,2)
  screened, kappa=-2: (0,0) (1,1)
  screened, kappa=+2: (0,1)
  screened, kappa=-3: (0,0)
  extended nucleus, kappa=-1: (0,0) (1,1) (2,2) (3,3)
  extended nucleus, kappa=+1: (0,1) (1,2) (2,3)
  extended nucleus, kappa=-2: (0,0) (1,1) (2,2)
  extended nucleus, kappa=+2: (0,1) (1,2)
  extended nucleus, kappa=-3: (0,0) (1,1)
n = 3 states, point Coulomb field:
3s1/2: kappa=-1 n_r=2 gamma=0.81191 N=2.87187
  E-mc^2 = -392.084 hartree, r_t = 0.20404 bohr
  N-kappa-n_r = 1.87187, N-kappa+n_r = 5.87187, Q/P at 0 = -0.3222
  nodes in bohr: P 0.01915 0.07734; Q 0.03654 0.12715
3p1/2: kappa=+1 n_r=2 gamma=0.81191 N=2.87187
  E-mc^2 = -392.084 hartree, r_t = 0.20404 bohr
  N-kappa-n_r = -0.12813, N-kappa+n_r = 3.87187, Q/P at 0 = 3.1037
  nodes in bohr: P 0.06387; Q 0.03961 0.15998
3p3/2: kappa=-2 n_r=1 gamma=1.91290 N=2.97083
  E-mc^2 = -366.143 hartree, r_t = 0.21849 bohr
  N-kappa-n_r = 3.97083, N-kappa+n_r = 5.97083, Q/P at 0 = -0.1492
  nodes in bohr: P 0.07158; Q 0.10763
3d3/2: kappa=+2 n_r=1 gamma=1.91290 N=2.97083
  E-mc^2 = -366.143 hartree, r_t = 0.21849 bohr
  N-kappa-n_r = -0.02917, N-kappa+n_r = 1.97083, Q/P at 0 = 6.7026
  nodes in bohr: P none; Q 0.18190
3d5/2: kappa=-3 n_r=0 gamma=2.94265 N=3.00000
  E-mc^2 = -358.987 hartree, r_t = 0.22285 bohr
  N-kappa-n_r = 6.00000, N-kappa+n_r = 6.00000, Q/P at 0 = -0.0982
  nodes in bohr: P none; Q none
3p1/2, Z=80: negative root of P at x = -0.182893
3p1/2, Z=8: negative root of P at x = -0.001705
\end{verbatim}
